# Why Fick's law survives the ballistic crossover in a two-stream model

**Q.** I was taught that diffusion needs many collisions. Yet people apply Fick's law to layers thinner than a mean free path, and say it works if the contacts fix injected fluxes rather than densities. Which model is this claim about?

**A.** A model with two streams along $x$. The right-moving stream carries particle flux $F_+(x)$, the left-moving one $F_-(x)$, both counted positive. Both have the same constant mean speed $v$ along $x$. A particle reverses direction with probability $dx/\lambda$ in a path $dx$, so $\lambda$ is the mean free path for reversal. The state is steady, with no field, generation or recombination. The layer runs from $x=0$ to $x=L$.

The net flux and the density are

$$J=F_+-F_-,\qquad n=\frac{F_++F_-}{v}.$$

The second holds because a stream of density $n_\pm$ carries flux $vn_\pm$. I use atomic units in the algebra and write temperature $T$ as an energy.

**Q.** Then derive the law, without assuming that $\lambda$ is small.

**A.** Count particles in a slice between $x$ and $x+dx$. Reversals remove $F_+dx/\lambda$ right-movers per unit time and area, and turn $F_-dx/\lambda$ left-movers into right-movers. In a steady state the outflow exceeds the inflow by the net gain:

$$F_+(x+dx)-F_+(x)=(F_--F_+)\frac{dx}{\lambda}
\;\Rightarrow\;\frac{dF_+}{dx}=-\frac{J}{\lambda}.$$

Left-movers enter at $x+dx$ and leave at $x$, and their net gain has the opposite sign:

$$F_-(x)-F_-(x+dx)=(F_+-F_-)\frac{dx}{\lambda}
\;\Rightarrow\;\frac{dF_-}{dx}=-\frac{J}{\lambda}.$$

The two sign changes, one from the direction of motion and one from the exchange, cancel. Both fluxes therefore have the same slope. Subtracting the equations gives $dJ/dx=0$. Adding them gives

$$v\frac{dn}{dx}=-\frac{2J}{\lambda}
\;\Rightarrow\; J=-D\frac{dn}{dx},\qquad D=\frac{v\lambda}{2}.$$

The length $L$ has not appeared, and nothing was expanded in $\lambda/L$.

**Q.** The algebra is short, but I still don't see why collisions need not be frequent.

**A.** Look at what frequent collisions do in a more general gas. The balance of particle flux there involves the gradient of $n\langle v_x^2\rangle$, where the average is over the local velocity distribution. To obtain Fick's law, one must know how $\langle v_x^2\rangle$ behaves. Frequent collisions keep the distribution nearly isotropic. If the mean energy is also uniform, that average is then nearly constant.

Here every particle has $v_x=+v$ or $-v$. Hence $\langle v_x^2\rangle=v^2$ however unequal the streams are, even if one of them is empty. Two streams contain two quantities, $n$ and $J$, and two balance equations determine them. The work usually done by collisions has been done by the choice of model.

**Q.** I haven't seen a boundary condition yet. Where does the proviso about injected fluxes enter?

**A.** Not in the local law. The proviso, read literally, puts the condition in the wrong place: $J=-D\,dn/dx$ holds inside the layer whatever is fixed at its ends. The boundary conditions decide whether the solution carries the right current.

A contact controls what it sends in. Let the left contact inject $F_+(0)=F_L$ and the right one $F_-(L)=F_R$. Since $J$ is constant, the slopes integrate to

$$F_+(x)=F_L-\frac{Jx}{\lambda},\qquad
F_-(x)=F_R+\frac{J(L-x)}{\lambda}.$$

Subtracting them removes $x$:

$$J=F_L-F_R-\frac{JL}{\lambda}
\;\Rightarrow\;
J=(F_L-F_R)\frac{\lambda}{\lambda+L}.$$

For $L\ll\lambda$ this tends to $F_L-F_R$, the ballistic result. For $L\gg\lambda$ it tends to $(F_L-F_R)\lambda/L$, the usual diffusive one.

**Q.** In the ballistic limit the density should be flat. How can a flat density carry a current by Fick's law?

**A.** The density is nearly flat, and $D$ is correspondingly large. From the law itself, $dn/dx=-2J/(v\lambda)$, which falls as $1/\lambda$ while $D$ grows as $\lambda$. Their product stays equal to $-J$. If scattering is removed altogether, the product becomes infinity times zero and the law says nothing. It then has meaning only as the limit of large but finite $\lambda$.

**Q.** What goes wrong if I fix the densities at the two ends instead?

**A.** That depends on which densities you fix. The flux solution gives $F_-(0)=F_L-J$ and $F_+(L)=F_R+J$, so the actual wall densities are

$$n(0)=\frac{2F_L-J}{v},\qquad n(L)=\frac{2F_R+J}{v}.$$

If you knew these and put them into Fick's law, you would get

$$D\,\frac{n(0)-n(L)}{L}=\frac{\lambda}{L}(F_L-F_R-J)
=\frac{\lambda}{L}\,\frac{JL}{\lambda}=J.$$

So total densities are not wrong in themselves. The trouble is that they contain the returning stream, which is part of the answer.

The error comes from using the contacts' equilibrium densities, $n_L=2F_L/v$ and $n_R=2F_R/v$. A contact has these when its outgoing flux is matched by an equal incoming one. Imposing them at the walls gives

$$J_{\rm fixed}=D\frac{n_L-n_R}{L}=(F_L-F_R)\frac{\lambda}{L}
=J\left(1+\frac{L}{\lambda}\right)\frac{\lambda}{L}
=J\left(1+\frac{\lambda}{L}\right).$$

With $F_R=0$ and $L<\lambda$, this current exceeds the flux injected.

**Q.** The differential equation is still satisfied. What has become unphysical?

**A.** Recover the streams from $n$ and $J$. The definitions give $F_\pm=(vn\pm J)/2$. With equilibrium densities at the walls,

$$F_+(0)=F_L+\frac{J_{\rm fixed}}{2},\qquad
F_-(L)=F_R-\frac{J_{\rm fixed}}{2}.$$

The left contact has been made to inject more than $F_L$. If $F_R=0$, the right contact injects a negative number of particles. Fick's law has carried out the instructions correctly, but the instructions describe impossible contacts.

**Q.** Can I keep my diffusion solver and repair only its boundary conditions?

**A.** Yes. At the left wall, $n(0)=n_L-J/v$. Substitute $J=-(v\lambda/2)\,n'(0)$, and do the same at the right wall:

$$n(0)-\frac{\lambda}{2}n'(0)=n_L,\qquad
n(L)+\frac{\lambda}{2}n'(L)=n_R.$$

The straight density profile reaches the equilibrium values a distance $\lambda/2$ outside each wall. The current is that of an ordinary diffusion problem with length $L+\lambda$:

$$J=D\,\frac{n_L-n_R}{L+\lambda}.$$

The derivation also permits $\lambda$ to vary with position. Then $D(x)=v\lambda(x)/2$ in the local law, and $L/\lambda$ in the current is replaced by $\int_0^L dx/\lambda(x)$.

**Q.** Is there evidence that doesn't start from your differential equations?

**A.** One can follow individual particles. In a simulation with $F_R=0$, a million particles were injected for each length. Each flew an exponentially distributed distance of mean $\lambda$, reversed, and continued until it left the layer. The current came from the fraction transmitted, and the density gradient from counting crossings at $L/4$ and $3L/4$.

For $L/\lambda=0.1$, 1 and 10, the transmitted fractions were 0.9090, 0.4996 and 0.0909. The formula gives 0.9091, 0.5000 and 0.0909. The measured ratio $-D\,n'/J$ was 1.006, 1.002 and 0.998, so the local law held to better than 1% over this range. Equilibrium densities at the walls would give $J/F_L=10$, 1 and 0.1. The first is ten times the injected flux. The last is only 10% above the correct value, which is why the distinction fades in thick layers.

**Q.** Put this into a device. I have in mind the base of a bipolar transistor.

**A.** Take electrons crossing a uniform p-type silicon base at 300 K, with the collector removing every electron that reaches it. Rough typical inputs are a width $W=20$ nm, an electron mobility $\mu=300$ cm²/Vs and an acceptor density of $10^{19}$ cm⁻³. I choose an emitter-side equilibrium electron density $n_L=10^{17}$ cm⁻³.

The one-way speed is the mean of $v_x$ over the right-moving half of a Maxwell distribution:

$$v=\frac{\int_0^\infty u\,e^{-mu^2/2T}du}{\int_0^\infty e^{-mu^2/2T}du}
=\frac{T/m}{\sqrt{\pi T/2m}}=\sqrt{\frac{2T}{\pi m}}.$$

Silicon's longitudinal and transverse masses, 0.92 and 0.19 electron masses, give a conductivity mass $3/(1/0.92+2/0.19)=0.258$. Then $v=1.059\times10^7$ cm/s.

The Einstein relation for a nondegenerate gas gives $D$ as mobility times thermal energy per charge:

$$D=300\times0.02585=7.76\ \text{cm}^2/\text{s},\qquad
\lambda=\frac{2D}{v}=14.65\ \text{nm}.$$

The base is thus neither ballistic nor diffusive: $W/\lambda=1.365$. The transmitted fraction is

$$\frac{J}{F_L}=\frac{14.65}{14.65+20}=0.423.$$

The injected flux $n_Lv/2$, multiplied by the electron charge, is 0.848 mA/µm². The net current density is therefore $0.423\times0.848=0.359$ mA/µm², or 35.9 kA/cm². Equilibrium densities at the walls would give 0.621 mA/µm², too large by the factor $1+14.65/20=1.73$.

**Q.** And the electron density at the collector side? I would have set it to zero.

**A.** An absorbing collector makes the returning stream zero, not the density. The electrons leaving the base still occupy space. Since $J/v=0.423\,n_L/2$, the wall densities are

$$n(W)=2.11\times10^{16}\ \text{cm}^{-3},\qquad
n(0)=n_L-n(W)=7.89\times10^{16}\ \text{cm}^{-3}.$$

Their difference, $5.77\times10^{16}$ cm⁻³, divided by 20 nm and multiplied by $D$ and the electron charge, gives 0.359 mA/µm² again. Fick's law works here with the actual densities.

**Q.** Does the boundary condition also alter the base transit time?

**A.** Yes, if transit time means stored electrons divided by current. The profile is linear, and with $F_R=0$ its mean density is $[n(0)+n(W)]/2=F_L/v$. Hence

$$t=\frac{F_LW/v}{J}=\frac{W}{v}\,\frac{\lambda+W}{\lambda}
=\frac{W}{v}+\frac{W^2}{v\lambda}
=\frac{W}{v}+\frac{W^2}{2D}.$$

The numbers are $0.189+0.258=0.447$ ps. Equilibrium wall densities store the same number of electrons but give too large a current, so they lose the term $W/v$. This $t$ includes storage by electrons that return to the emitter. It is not the mean flight time of the transmitted ones.

**Q.** My transistor is driven at high frequency. Does the law survive when the state isn't steady?

**A.** Not in the same form. Storage in each stream adds a time derivative to its balance:

$$\frac1v\frac{\partial F_+}{\partial t}+\frac{\partial F_+}{\partial x}=-\frac J\lambda,
\qquad
\frac1v\frac{\partial F_-}{\partial t}-\frac{\partial F_-}{\partial x}=+\frac J\lambda.$$

Subtract the second from the first and multiply by $\lambda/2$:

$$\tau\frac{\partial J}{\partial t}+J=-D\frac{\partial n}{\partial x},
\qquad \tau=\frac{\lambda}{2v}.$$

In this model the current needs a time $\tau$ to follow the gradient. With our base's $v$ and $\lambda$, $\tau=0.069$ ps. For a signal varying as $e^{i\omega t}$, the ratio $-D\,n'/J$ becomes $1+i\omega\tau$. At 100 GHz, $\omega\tau=0.0435$: a phase lag of about 0.04 rad, with a much smaller change in magnitude.

These are values of the two-stream model, not predictions for the real base. The momentum relaxation time implied by the mobility and the conductivity mass is shorter, $2\tau/\pi=0.044$ ps. In a base this thin, the spread of electron velocities also alters the local phase strongly and makes it depend on position. For a Maxwell gas with that relaxation time, the phase at 100 GHz is about 0.03 rad at a quarter of the base, nearly zero in the middle, and of opposite sign toward the collector.

**Q.** Real electrons move at all angles. Is Fick's law still exact for them?

**A.** No. Near a wall the spread of angles within the streams changes with position. So does $\langle v_x^2\rangle$, and the closure described earlier fails. I compared the model with a Boltzmann calculation for particles of one speed, isotropic elastic scattering and isotropic injection. Keeping $v$ and $D$ the same requires a total free path $\ell=3\lambda/4$, for this reason: averaged over isotropic forward directions, $v_x$ is half the particle speed, so the speed is $2v$. An isotropic gas has $D$ equal to speed times $\ell/3$, which is $2v\ell/3$ here.

For our base, the ratio $-D\,n'/J$ is 1.05 in the middle and about 1.3 at 1 nm from the emitter wall. The local law is visibly broken, yet the current falls by only 2.6% relative to the two-stream value.

The thick-layer limit helps to explain the small change. There the density extrapolates to its equilibrium value $0.7104\,\ell=0.533\lambda$ outside the wall, instead of $0.5\lambda$. Replacing $W+\lambda$ by $W+1.066\lambda$ would lower our current by about 2.7%. A good current is therefore no proof of a good local law.

**Q.** Electrons also have different energies, and surely different free paths.

**A.** That can matter more. Suppose scattering is elastic, so each energy forms its own two-stream problem. I weight the channels by the thermal flux per unit total energy, proportional to $E\,e^{-E/T}$, and hold the injected flux and the thick-layer current fixed. If $\lambda$ is proportional to energy, the current falls by 10.5%; if it is proportional to energy squared, by 29%. The reason is that $\lambda/(\lambda+W)$ bends downward as a function of $\lambda$: long free paths gain less transmission than short ones lose.

Each energy still obeys Fick's law with its own $D$, but in general the total density and current do not share the bulk $D$. Scattering by charged acceptors does favour longer paths at higher energy. The two power laws are illustrations, not bounds for this base.

**Q.** How close is the example to a transistor I could buy, and what else would move the number?

**A.** A base a few tens of nanometres wide, doped near $10^{19}$ cm⁻³, belongs to the regime of fast bipolar transistors. The chosen current density is modest for that regime. The assumption most readily broken is the absence of a field, since a graded base has one built in. In a weak-field extension of the model, a potential-energy drop of only 10 meV that aids the electrons raises the current by 20% at fixed injected flux. A strongly graded base needs a drift term from the start. By comparison, the field set up by the injected electrons themselves adds about 0.3%.

The collector is not perfectly absorbing either. For an assumed collector field of 0.20 MV/cm, an electron gains one thermal energy in 1.3 nm. Treating that layer as additional scattering length, with the base's $\lambda$, lowers the current by 3.6%. This is a rough estimate, because the true loss depends on how quickly electrons give up energy in the collector; if every collision there thermalizes the electron, the loss is only about 1%. For transport along a $\langle100\rangle$ axis, averaging the one-way speed over silicon's anisotropic valleys lowers the current by 2.0% at fixed $n_L$ and $D$. If each valley also keeps its own diffusivity, with one common scattering time, the reduction is 3.6%. Along $\langle111\rangle$ all valleys have the conductivity mass in the transport direction, and both corrections vanish.

At 400 K and the same $n_L$, the current rises by 25% if mobility stays constant, but falls by 3% if mobility varies as $T^{-1.5}$. Holding $n_L$ fixed is a choice made for comparison; it does not represent operation at fixed voltage. All these are separate estimates and should not be added as if they were independent corrections.

**Q.** What about recombination, degeneracy and quantum interference?

**A.** The first two are small here. With an assumed lifetime of 10 ns, the recombined fraction is about $t$ divided by the lifetime, or $4.5\times10^{-5}$. Degeneracy of the injected electrons changes their $D/\mu$ by 0.13%.

Interference needs more care, because the thermal de Broglie length, 8.5 nm, is not tiny beside the base width or $\lambda$. Averaging the phase of one round trip across the base over the thermal distribution of $v_x$, with the conductivity mass, leaves a factor of 0.007 when weighted by flux and about 0.07 when weighted by density, so that particular interference is largely washed out. This does not settle the effect of shorter scattering paths, which lies outside the model. Most of these values are listed in the numerical output below.

**Q.** So if my measured current disagrees with the diffusion formula in a thin layer, what should I suspect first?

**A.** In a layer with little built-in field, first check whether the formula used equilibrium densities at the walls. If so, replace $L$ by $L+\lambda$. In our base that changes the prediction from 0.621 to 0.359 mA/µm², a larger shift than any of the neglected effects estimated above. If a disagreement remains, examine the field and the energy dependence of $\lambda$ next. In a graded base, take the field into account from the start: a potential-energy drop of a few thermal energies can change the current as much as the wall densities do. Agreement after the replacement would support the contact description, but it would not show that the density gradient obeys Fick's law at every point.

## Calculated quantities

```
RANDOM FLIGHTS, F_R = 0 (all columns dimensionless)
L/lam  J/F_L sim  J/F_L formula  -Dn'/J sim  J/F_L fixed n
 0.100    0.9090    0.9091    1.0060   10.0000
 1.000    0.4996    0.5000    1.0019    1.0000
10.000    0.0909    0.0909    0.9984    0.1000
 1.365    0.4224    0.4229    1.0064    0.7327
INPUTS (rough typical values)
temperature: 300 K
base width: 20.0 nm
electron mobility: 300 cm2/Vs
acceptor density: 1.0e+19 cm-3
emitter equilibrium density: 1.00e+17 cm-3
longitudinal, transverse mass: 0.92, 0.19 m_e
MAIN EXAMPLE
conductivity mass: 0.2583 m_e
thermal energy: 0.02585 eV
one-way speed v: 1.059e+07 cm/s
diffusivity D: 7.756 cm2/s
reversal free path lam: 14.65 nm
transmission J/F_L: 0.4229
injected current density: 0.8480 mA/um2
net current density: 0.3586 mA/um2
fixed-density current: 0.6213 mA/um2
fixed-density excess factor: 1.7327
density at emitter wall: 7.886e+16 cm-3
density at collector wall: 2.114e+16 cm-3
transit W^2/(2D): 0.2579 ps
transit W/v: 0.1889 ps
total transit time: 0.4468 ps
NEGLECTED EFFECTS (change of current unless named)
angular spread: -2.60 %
angular -Dn'/J, middle: 1.0487
angular -Dn'/J, 1 nm from wall: 1.3037
Milne length / total free path: 0.7104
lam proportional to E: -10.51 %
lam proportional to E^2: -28.64 %
anisotropic valleys, same n and D: -2.00 %
400 K, same mobility: 25.15 %
400 K, mobility T^-1.5: -3.16 %
collector field assumed: 0.20 MV/cm
collector thermal layer: 1.293 nm
collector backscatter: -3.60 %
self-field: 0.287 %
10 meV aiding drop: 19.95 %
recombined fraction, 10 ns life: 4.47e-05
degeneracy correction to D/mobility: 0.129 %
thermal de Broglie length: 8.47 nm
averaged interference factor: 0.0073
flux relaxation time lam/(2v): 0.0692 ps
omega*tau at 100 GHz: 0.0435
```
